# Thermodynamic factor of neutral oxygen with doubly charged vacancies: a program that tests the result

```python
# Result under test: in an oxide with dilute doubly charged oxygen vacancies
# (density c), free electrons (n) and fixed acceptors (A), 2c = n + A, the
# neutral-oxygen thermodynamic factor normalized to the vacancy density is
#     Gamma = -d(mu_O/kT)/d ln c = 1 + 4c/n,   equal to 3 when A = 0.
# Internal units: nm, s, eV; densities in nm^-3 (1e18 cm^-3 = 1e-3 nm^-3).
# Material parameters are rough values typical of strontium titanate.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

CM3 = 1e-21                       # one cm^-3 expressed in nm^-3
CM2 = 1e14                        # one cm^2 expressed in nm^2
k_eV = sc.k / sc.e
T_hot, T_use = 1000.0, 300.0      # K
mass = 4.0                        # density-of-states mass / electron mass
eps_r = 80.0                      # static relative permittivity at T_hot
cell = 0.39                       # cubic cell edge, nm
sites = 3 / cell**3               # oxygen sites per nm^3
gap_hot = 2.6                     # band gap at T_hot, eV
A0 = 1e18 * CM3
c0 = 1e18 * CM3
D_V = 1e-5 * CM2                  # vacancy diffusivity, nm^2/s
mobility = 0.1                    # electron mobility, cm^2/(V s)
D_e = mobility * k_eV * T_hot * CM2


def simple_gamma(c, n):
    return 1 + 4 * c / n


def band_density(T):
    per_m3 = 2 * (mass * sc.m_e * sc.k * T / (2 * np.pi * sc.hbar**2))**1.5
    return per_m3 * 1e-27


# Fermi-Dirac integral of order 1/2, with energy = t^2 in units of kT
nodes, weights = np.polynomial.legendre.leggauss(160)
t_grid, t_weight = 4.5 * (nodes + 1), 4.5 * weights


def fermi_half(eta):
    f = t_grid**2 / (1 + np.exp(t_grid**2 - eta))
    return 4 / np.sqrt(np.pi) * np.dot(t_weight, f)


def equilibrium(total, A, T, bind=None, gap=None):
    """Solve neutrality for a total vacancy density. Optional: one electron
    bound to a vacancy with energy bind, and holes across a gap (eV).
    Returns eta = (E_F - E_c)/kT, n, holes, trapped/empty vacancy ratio."""
    Nc, kT = band_density(T), k_eV * T

    def parts(eta):
        n = Nc * fermi_half(eta)
        h = 0.0 if gap is None else Nc * fermi_half(-gap / kT - eta)
        r = 0.0 if bind is None else 2 * np.exp(eta + bind / kT)
        return n, h, r

    def charge(eta):
        n, h, r = parts(eta)
        return total * (2 + r) / (1 + r) + h - n - A

    eta = brentq(charge, -40, 15, xtol=1e-14, rtol=1e-14)
    return (eta,) + parts(eta)


def minus_mu_oxygen(total, A, T, **options):
    """-mu_O/kT up to a constant, from site occupation and Fermi level."""
    eta, n, h, r = equilibrium(total, A, T, **options)
    return np.log(total / (sites - total)) - np.log1p(r) + 2 * eta


def numeric_gamma(total, A, T, step=1e-4, **options):
    up = minus_mu_oxygen(total * np.exp(step), A, T, **options)
    down = minus_mu_oxygen(total * np.exp(-step), A, T, **options)
    return (up - down) / (2 * step)


# --- Test: factor from the numerical equilibrium, very dilute crystals
for ratio in (0.0, 1.0, 1.8, -6.0):          # A/c; negative means donors
    c = 1e-3 * c0
    A = ratio * c
    target = simple_gamma(c, 2 * c - A)
    assert abs(numeric_gamma(c, A, T_hot) / target - 1) < 1e-4
gamma_free_num = numeric_gamma(1e-3 * c0, 0.0, T_hot)
assert abs(gamma_free_num - 3) < 1e-4

# --- Test: leading site-exclusion and degeneracy corrections
Nc_hot = band_density(T_hot)


def corrected_gamma(c, n):
    return (1 / (1 - c / sites)
            + 4 * c / n * (1 + n / (2 * np.sqrt(2) * Nc_hot)))


for c in (c0, 10 * c0):
    n = 2 * c - A0
    full = numeric_gamma(c, A0, T_hot)
    assert abs(full - corrected_gamma(c, n)) < 1e-4
    assert abs(full - simple_gamma(c, n)) > 1e-4   # correction is resolved

# --- Test: normalization to the density of oxygen atoms on the lattice
d = 1e-3 * c0
rise = (minus_mu_oxygen(c0 - d, A0, T_hot)
        - minus_mu_oxygen(c0 + d, A0, T_hot))
log_change = np.log((sites - c0 + d) / (sites - c0 - d))
gamma_O_num = -rise / log_change
gamma_O = (sites - c0) / c0 * simple_gamma(c0, 2 * c0 - A0)
assert abs(gamma_O_num / gamma_O - 1) < 1e-3


# --- Test: number fluctuations in the neutral ensemble, by explicit sums
def fluctuation(N0, NA):
    N = np.arange(N0 - 1400, N0 + 1401, dtype=float)
    log_weight = np.log(N0) + 2 * np.log(2 * N0 - NA)
    logp = N * log_weight - gammaln(N + 1) - gammaln(2 * N - NA + 1)
    prob = np.exp(logp - logp.max())
    prob /= prob.sum()
    mean = np.dot(prob, N)
    return mean, mean / np.dot(prob, (N - mean)**2)


N_sum = 20000
fluct = {}
for ratio in (0, 1, -6):
    mean, inverse = fluctuation(N_sum, ratio * N_sum)
    target = simple_gamma(mean, 2 * mean - ratio * N_sum)
    assert abs(inverse / target - 1) < 1e-3
    fluct[ratio] = inverse


# --- Test: response to oxygen pressure, from c n^2 proportional to p^(-1/2)
def vacancies_at(log_p, c_ref, A):
    goal = c_ref * (2 * c_ref - A)**2 * np.exp(-log_p / 2)
    return brentq(lambda c: c * (2 * c - A)**2 - goal,
                  max(A / 2, 0.0), 10 * c_ref, xtol=1e-16, rtol=1e-15)


for c_ref, A in ((1.0, 0.0), (1.0, 1.0), (0.55, 1.0), (1.0, -6.0)):
    hi, lo = (vacancies_at(s, c_ref, A) for s in (1e-3, -1e-3))
    slope = np.log(hi / lo) / 2e-3
    target = -1 / (2 * simple_gamma(c_ref, 2 * c_ref - A))
    assert abs(slope / target - 1) < 1e-4
c_ref = 0.5 * (1 + 1e-4)                     # acceptor-controlled limit
hi, lo = (2 * vacancies_at(s, c_ref, 1.0) - 1 for s in (1e-3, -1e-3))
slope_n = np.log(hi / lo) / 2e-3
assert abs(slope_n + 0.25) < 1e-3

# --- Test: diffusion from linearized drift, diffusion and Poisson equations
l_B = sc.e**2 / (4 * np.pi * sc.epsilon_0 * eps_r * sc.k * T_hot) * 1e9
b = 4 * np.pi * l_B


def slow_rate(k, c, n, De):
    M = np.array([[D_V * (k**2 + 4 * c * b), -2 * c * b * D_V],
                  [-2 * n * b * De, De * (k**2 + n * b)]])
    return np.linalg.eigvals(M).real.min()


def electron_share(c, n, De):
    return n * De / (n * De + 4 * c * D_V)


for c, A in ((c0, A0), (c0, 0.0), (0.55 * c0, A0)):
    n = 2 * c - A
    for De in (D_e, 3 * D_V):
        k = 1e-4
        target = D_V * simple_gamma(c, n) * electron_share(c, n, De)
        assert abs(slow_rate(k, c, n, De) / k**2 / target - 1) < 1e-3
n0 = 2 * c0 - A0
k_thin = np.pi / 100
fast = slow_rate(k_thin, c0, n0, 1e5 * D_e) / (D_V * k_thin**2)
assert abs(fast / (1 + 4 * c0 / (n0 + k_thin**2 / b)) - 1) < 1e-4

# --- Test: holes, where electron and hole densities are comparable
eta, n_h, p_h, r = equilibrium(A0 / 2, A0, T_hot, gap=gap_hot)
gamma_holes = numeric_gamma(A0 / 2, A0, T_hot, step=1e-6, gap=gap_hot)
assert 0.5 < p_h / n_h < 2
assert abs(gamma_holes / (1 + 2 * A0 / (n_h + p_h)) - 1) < 1e-3
p_main = equilibrium(c0, A0, T_hot, gap=gap_hot)[2]

# --- Test: screening free energies from their wave-number integrals
cut = 200.0
mobile = quad(lambda q: q**2 * np.log1p(q**-2) - 1, 0, cut,
              limit=200)[0] - 1 / (2 * cut)
assert abs(mobile / (4 * np.pi**2) + 1 / (12 * np.pi)) < 1e-6
fixed = quad(lambda q: q**2 / (q**2 + 1) - 1, 0, cut, limit=200)[0] - 1 / cut
assert abs(fixed / np.pi + 0.5) < 1e-6       # gives -l_B kappa/2 per acceptor


def excess_energy(c, A):
    kappa = np.sqrt(b * (6 * c - A))          # 4c + n = 6c - A
    return -kappa**3 / (12 * np.pi) - A * l_B * kappa / 2


def screening_shift(c, A):
    S = 6 * c - A
    return c * (-27 * b**1.5 / (12 * np.pi * np.sqrt(S))
                + 4.5 * A * l_B * np.sqrt(b) / S**1.5)


for c, A in ((c0, A0), (10 * c0, A0), (c0, 0.0)):
    s = 1e-3 * c
    second = (excess_energy(c + s, A) - 2 * excess_energy(c, A)
              + excess_energy(c - s, A)) / s**2
    assert abs(c * second / screening_shift(c, A) - 1) < 1e-3

# --- Worked example
print(f"Hot temperature: {T_hot:.0f} K; kT = {k_eV*T_hot:.5f} eV")
print(f"Acceptor density A: {A0/CM3:.2e} cm^-3")
print(f"Oxygen site density: {sites/CM3:.3e} cm^-3 (cell {cell} nm)")
print(f"Density-of-states mass: {mass:.1f} m_e; permittivity {eps_r:.0f}")
print(f"Band density N_c at 1000 K: {Nc_hot/CM3:.3e} cm^-3")
for factor in (0.55, 1.0, 10.0):
    c = factor * c0
    n = 2 * c - A0
    print(f"c = {c/CM3:.2e}, n = {n/CM3:.2e} cm^-3: "
          f"Gamma = {simple_gamma(c, n):.3f}")
print(f"Acceptor-free Gamma, numerical equilibrium: {gamma_free_num:.5f}")
for ratio, name in ((0, "A=0"), (1, "A=c"), (-6, "donors, A=-6c")):
    print(f"Mean/variance of vacancy number, {name}: {fluct[ratio]:.4f}")
print(f"Mean vacancy number in these sums: about {N_sum}")
print(f"Gamma_O per log oxygen density, main case: {gamma_O:.3e}")
print("Main case: c = A = 1e18 cm^-3" if np.isclose(c0, A0) else "")
for A, name in ((A0, "main case"), (0.0, "acceptor-free")):
    g = simple_gamma(c0, 2 * c0 - A)
    after = vacancies_at(np.log(10), 1.0, A / c0)
    print(f"Pressure exponent of c, {name}: {-1/(2*g):.4f}")
    print(f"  c ratio for 10x pressure: solved {after:.4f}, "
          f"power law {10**(-1/(2*g)):.4f}")
print(f"Acceptor-controlled pressure exponent of n: {slope_n:.4f}")
print(f"D_V = {D_V/CM2:.1e} cm^2/s; mobility = {mobility} cm^2/Vs")
print(f"Electron diffusivity D_e: {D_e/CM2:.3e} cm^2/s")
for A, name in ((A0, "main case"), (0.0, "acceptor-free")):
    n = 2 * c0 - A
    share = electron_share(c0, n, D_e)
    D_chem = D_V * simple_gamma(c0, n) * share
    print(f"t_e = {share:.4f}, D_chem = {D_chem/CM2:.3e} cm^2/s, {name}")
D_main = D_V * simple_gamma(c0, n0) * electron_share(c0, n0, D_e)
for L in (100.0, 1000.0):
    k = np.pi / L
    neutral, actual = D_main * k**2, slow_rate(k, c0, n0, D_e)
    print(f"Sealed film {L:.0f} nm: relaxation time neutral "
          f"{1e6/neutral:.4f} us, with Poisson {1e6/actual:.4f} us")
print("Neglected effects, main case unless stated:")
print(f"  Debye length, all mobile charge: {1/np.sqrt(b*(4*c0+n0)):.2f} nm")
print(f"  Debye length, electrons only: {1/np.sqrt(b*n0):.2f} nm")
print(f"  e^2/(4 pi eps kT) length l_B: {l_B:.4f} nm")
for c in (c0, 10 * c0):
    shift = numeric_gamma(c, A0, T_hot) - simple_gamma(c, 2 * c - A0)
    print(f"  Gamma shift at c = {c/CM3:.0e} cm^-3: degeneracy+sites "
          f"{shift:+.5f}, screening {screening_shift(c, A0):+.4f}")
print(f"  Hole density (gap {gap_hot} eV): {p_main/CM3:.2e} cm^-3")
print(f"  At c = A/2: n = {n_h/CM3:.2e}, holes = {p_h/CM3:.2e} cm^-3, "
      f"Gamma = {gamma_holes:.0f}")
for bind in (0.1, 0.3):
    r = equilibrium(c0, A0, T_hot, bind=bind)[3]
    g = numeric_gamma(c0, A0, T_hot, bind=bind)
    print(f"  Trap {bind} eV, 1000 K: {100*r/(1+r):.2f} % of vacancies "
          f"hold an electron, Gamma = {g:.3f}")
for bind in (0.1, 0.3):
    r = equilibrium(c0, A0, T_use, bind=bind)[3]
    print(f"  Trap {bind} eV, 300 K, frozen vacancies: "
          f"{100*r/(1+r):.1f} % hold an electron")
pair_energy, neighbours = 0.3, 6
w = neighbours * c0 / sites * np.exp(pair_energy / (k_eV * T_hot))
print(f"  Acceptors paired with a vacancy ({pair_energy} eV, "
      f"{neighbours} sites): {100*w/(1+w):.2f} %")
print("checks complete")
```

It prints:

```
Hot temperature: 1000 K; kT = 0.08617 eV
Acceptor density A: 1.00e+18 cm^-3
Oxygen site density: 5.057e+22 cm^-3 (cell 0.39 nm)
Density-of-states mass: 4.0 m_e; permittivity 80
Band density N_c at 1000 K: 1.222e+21 cm^-3
c = 5.50e+17, n = 1.00e+17 cm^-3: Gamma = 23.000
c = 1.00e+18, n = 1.00e+18 cm^-3: Gamma = 5.000
c = 1.00e+19, n = 1.90e+19 cm^-3: Gamma = 3.105
Acceptor-free Gamma, numerical equilibrium: 3.00000
Mean/variance of vacancy number, A=0: 3.0000
Mean/variance of vacancy number, A=c: 5.0000
Mean/variance of vacancy number, donors, A=-6c: 1.5000
Mean vacancy number in these sums: about 20000
Gamma_O per log oxygen density, main case: 2.529e+05
Main case: c = A = 1e18 cm^-3
Pressure exponent of c, main case: -0.1000
  c ratio for 10x pressure: solved 0.8120, power law 0.7943
Pressure exponent of c, acceptor-free: -0.1667
  c ratio for 10x pressure: solved 0.6813, power law 0.6813
Acceptor-controlled pressure exponent of n: -0.2500
D_V = 1.0e-05 cm^2/s; mobility = 0.1 cm^2/Vs
Electron diffusivity D_e: 8.617e-03 cm^2/s
t_e = 0.9954, D_chem = 4.977e-05 cm^2/s, main case
t_e = 0.9977, D_chem = 2.993e-05 cm^2/s, acceptor-free
Sealed film 100 nm: relaxation time neutral 0.2036 us, with Poisson 0.2600 us
Sealed film 1000 nm: relaxation time neutral 20.3583 us, with Poisson 20.4188 us
Neglected effects, main case unless stated:
  Debye length, all mobile charge: 8.73 nm
  Debye length, electrons only: 19.52 nm
  e^2/(4 pi eps kT) length l_B: 0.2089 nm
  Gamma shift at c = 1e+18 cm^-3: degeneracy+sites +0.00118, screening -0.0388
  Gamma shift at c = 1e+19 cm^-3: degeneracy+sites +0.01177, screening -0.1243
  Hole density (gap 2.6 eV): 1.18e+11 cm^-3
  At c = A/2: n = 3.43e+14, holes = 3.43e+14 cm^-3, Gamma = 2917
  Trap 0.1 eV, 1000 K: 0.52 % of vacancies hold an electron, Gamma = 4.981
  Trap 0.3 eV, 1000 K: 4.82 % of vacancies hold an electron, Gamma = 4.819
  Trap 0.1 eV, 300 K, frozen vacancies: 26.1 % hold an electron
  Trap 0.3 eV, 300 K, frozen vacancies: 97.0 % hold an electron
  Acceptors paired with a vacancy (0.3 eV, 6 sites): 0.38 %
checks complete
```
